# The Coulson–Fischer Point of H2 as a Spin-Response Pole: a program that tests the result

```python
"""Triplet response of minimal-basis H2 and the Coulson-Fischer point.

Result under test: D = de - J - K is the Hartree-Fock denominator for a
spin-dependent odd field. It vanishes where an unrestricted determinant first
drops below the restricted one, and chi = 4 w^2 / D diverges there.
g, u : bonding and antibonding orbital;  de = e_u - e_g (restricted orbitals)
J = (gg|uu), K = (gu|gu), w = <g|z|u>, z measured from the bond midpoint
field: lam * sum_i z_i sigma_i with sigma = +1 or -1;  chi = -dM/dlam
x = sin^2(theta): weight of u in each spin orbital cos(theta) g +- sin(theta) u
Hartree atomic units throughout.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize
from pyscf import gto, scf


def uhf(s, angles, field_a=0.0, field_b=0.0):
    """General unrestricted electronic energy, its gradient, alpha Fock matrix."""
    orbs = [np.array([np.cos(t), np.sin(t)]) for t in angles]
    slopes = [np.array([-np.sin(t), np.cos(t)]) for t in angles]
    dens = [np.outer(o, o) for o in orbs]
    coulomb = np.einsum('pqrs,rs->pq', s.eri, dens[0] + dens[1])
    energy, grad, focks = 0.0, [], []
    for orb, slope, p, f in zip(orbs, slopes, dens, (field_a, field_b)):
        core = s.h + f * s.z
        fock = core + coulomb - np.einsum('prsq,rs->pq', s.eri, p)
        energy += 0.5 * np.sum((core + fock) * p)
        grad.append(2 * slope @ fock @ orb)
        focks.append(fock)
    return energy, np.array(grad), focks[0]


def system(R):
    """Integrals in the symmetry orbitals and the derived response quantities."""
    mol = gto.M(atom=[['H', (0, 0, -R / 2)], ['H', (0, 0, R / 2)]],
                basis='sto-3g', unit='Bohr', verbose=0)
    S = mol.intor('int1e_ovlp')[0, 1]
    c = np.array([[1 / np.sqrt(2 + 2 * S), -1 / np.sqrt(2 - 2 * S)],
                  [1 / np.sqrt(2 + 2 * S), 1 / np.sqrt(2 - 2 * S)]])
    s = SimpleNamespace(R=R, mol=mol)
    s.h = c.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ c
    s.z = c.T @ mol.intor('int1e_r')[2] @ c
    ao = mol.intor('int2e').reshape(2, 2, 2, 2)
    s.U = ao[0, 0, 0, 0]
    s.eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', ao, c, c, c, c)
    s.E0, _, fock = uhf(s, (0.0, 0.0))
    assert abs(fock[0, 1]) < 1e-10
    s.de = fock[1, 1] - fock[0, 0]
    s.J, s.K = s.eri[0, 0, 1, 1], s.eri[0, 1, 0, 1]
    s.w = s.z[0, 1]
    s.D = s.de - s.J - s.K
    gg, uu = s.eri[0, 0, 0, 0], s.eri[1, 1, 1, 1]
    s.C = gg + uu - 2 * s.J + 4 * s.K
    s.G = (gg + uu - 2 * s.J) / 4
    s.L = (s.h[1, 1] - s.h[0, 0]) / 2 + (uu - gg) / 4
    return s


def relax(s, start, lam=0.0, mode=-1):
    """Minimize over both spin-orbital angles, then polish by Newton steps."""
    t = minimize(lambda a: uhf(s, a, lam, mode * lam)[:2], start, jac=True,
                 method='BFGS', options={'gtol': 1e-8}).x
    d = 1e-4
    for _ in range(12):
        jac = np.array([(uhf(s, t + d * e, lam, mode * lam)[1]
                         - uhf(s, t - d * e, lam, mode * lam)[1]) / (2 * d)
                        for e in np.eye(2)]).T
        t = t - np.linalg.solve(jac, uhf(s, t, lam, mode * lam)[1])
    assert np.max(np.abs(uhf(s, t, lam, mode * lam)[1])) < 1e-12
    return t


def moment(s, t, mode=-1):
    a, b = [np.array([np.cos(q), np.sin(q)]) for q in t]
    return a @ s.z @ a + mode * (b @ s.z @ b)


def finite_field(s, start=(0.0, 0.0), mode=-1, lam=1e-6):
    plus = moment(s, relax(s, start, lam, mode), mode)
    minus = moment(s, relax(s, start, -lam, mode), mode)
    return -(plus - minus) / (2 * lam)


def two_electron_hamiltonian(s, lam=0.0):
    """One alpha and one beta electron; product basis gg, gu, ug, uu."""
    one = np.eye(2)
    return (np.kron(s.h + lam * s.z, one) + np.kron(one, s.h - lam * s.z)
            + s.eri.transpose(0, 2, 1, 3).reshape(4, 4))


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# One sign change of D on a scan, and the conditions for the global minimum.
scan = [system(R) for R in np.linspace(0.8, 6.0, 53)]
signs = np.sign([s.D for s in scan])
assert signs[0] > 0 and signs[-1] < 0 and np.sum(signs[1:] != signs[:-1]) == 1
assert all(s.K > s.G > 0 and s.L > 0 and s.C > 0 for s in scan)
far = system(20.0)
assert abs(far.D - (1 / far.R - far.U)) < 1e-5

R_cf = brentq(lambda R: system(R).D, 1.4, 4.0, xtol=1e-13)
cf, near = system(R_cf), system(R_cf - 0.01)
short, middle, long = system(1.4), system(2.0), system(3.0)

# Orbital-rotation curvature, induced exchange and finite-rotation energy.
for s in (short, middle, cf, long):
    d = 1e-4
    up, down = uhf(s, (d, -d)), uhf(s, (-d, d))
    curvature = ((up[1][0] - up[1][1]) - (down[1][0] - down[1][1])) / (2 * d)
    assert abs(curvature - 4 * s.D) < 1e-6
    induced = (up[2][0, 1] - down[2][0, 1]) / (2 * d)
    assert abs(induced + s.J + s.K) < 1e-6
    x = np.sin(0.7)**2
    assert abs(uhf(s, (0.7, -0.7))[0] - s.E0 - 2 * s.D * x - s.C * x**2) < 1e-10
    ta, tb = 0.9, 0.25
    X, y = np.cos(ta - tb), np.cos(ta + tb)
    shape = lambda X, y: (-2 * s.L * X * y + (s.G + s.K) * X**2
                          + (s.G - s.K) * y**2)
    assert abs(uhf(s, (ta, tb))[0] - s.E0 - shape(X, y) + shape(1, 1)) < 1e-10
    assert abs(s.D - 2 * (s.L - s.G - s.K)) < 1e-10

# Onset of symmetry breaking from energy minimization, without using D.
lengths = R_cf + np.array([0.05, 0.10, 0.15, 0.20])
weights = [np.sin(relax(system(R), (0.6, -0.3))[0])**2 for R in lengths]
assert min(weights) > 1e-3
R_onset = np.polyfit(weights, lengths, 3)[-1]
assert abs(R_onset - R_cf) < 1e-3
assert np.max(np.abs(np.sin(relax(system(R_cf - 0.05), (0.6, -0.3))))) < 1e-8
grid = np.linspace(-np.pi / 2, np.pi / 2, 61)
below, above = system(R_cf - 0.02), system(R_cf + 0.1)
lowest = [min(uhf(s, (a, b))[0] for a in grid for b in grid) - s.E0
          for s in (below, above)]
assert lowest[0] > -1e-12 and lowest[1] < -1e-5

# Broken-symmetry minimum at 3 bohr, also from a separate SCF program.
t_long = relax(long, (0.6, -0.3))
x_long = -long.D / long.C
drop = long.D**2 / long.C
assert abs(np.sin(t_long[0])**2 - x_long) < 1e-8 and x_long < 0.5
assert abs(np.sin(t_long[0] + t_long[1])) < 1e-8
mf = scf.UHF(long.mol)
mf.conv_tol = 1e-12
E_scf = mf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
assert mf.converged and abs(E_scf - (long.E0 + 1 / long.R - drop)) < 1e-8
rhf = scf.RHF(short.mol)
rhf.conv_tol = 1e-12
assert abs(rhf.kernel() - short.E0 - 1 / short.R) < 1e-8
assert abs(rhf.mo_energy[1] - rhf.mo_energy[0] - short.de) < 1e-6

# Spin and charge susceptibilities from finite fields.
ff = {}
for name, s in (('short', short), ('middle', middle), ('near', near)):
    ff[name] = finite_field(s)
    assert close(ff[name], 4 * s.w**2 / s.D, 1e-3 if name == 'near' else 1e-5)
    charge = finite_field(s, mode=+1)
    assert close(charge, 4 * s.w**2 / (s.de - s.J + 3 * s.K), 1e-5)
chi_broken = 2 * long.w**2 * (1 - 2 * x_long)**2 / (long.C * x_long * (1 - x_long))
ff_broken = finite_field(long, start=t_long)
assert close(ff_broken, chi_broken, 1e-4)

# Pole in the bond length and cube-root response at the pole.
slope = (system(R_cf + 1e-3).D - system(R_cf - 1e-3).D) / 2e-3
pole_estimate = 4 * cf.w**2 / (abs(slope) * 0.01)
assert slope < 0 and close(ff['near'], pole_estimate, 0.03)
lam_cf = 1e-6
theta_law = (lam_cf * cf.w / cf.C)**(1 / 3)
t_cf = relax(cf, (-0.02, 0.02), lam_cf)
M_cf = moment(cf, t_cf)
assert close(-t_cf[0], theta_law, 1e-3) and close(-M_cf, 4 * cf.w * theta_law, 1e-3)

# Full configuration interaction in the same basis at the pole.
H = two_electron_hamiltonian(cf)
levels, vectors = np.linalg.eigh(H)
triplet = np.array([0, 1, -1, 0]) / np.sqrt(2)
E_T = triplet @ H @ triplet
assert np.max(np.abs(H @ triplet - E_T * triplet)) < 1e-10
assert abs(E_T - cf.E0 - (cf.de - cf.J)) < 1e-10
assert abs(E_T - cf.E0 - cf.K) < 1e-9
c1, c2 = abs(vectors[0, 0]), abs(vectors[3, 0])
assert vectors[0, 0] * vectors[3, 0] < 0
chi_ci = 4 * cf.w**2 * (c1 + c2)**2 / (E_T - levels[0])
step = 1e-3
E_f = [np.linalg.eigvalsh(two_electron_hamiltonian(cf, q))[0] for q in (-step, 0, step)]
assert close(-(E_f[0] - 2 * E_f[1] + E_f[2]) / step**2, chi_ci, 1e-3)

bohr = physical_constants['Bohr radius'][0] * 1e10
print('H2, STO-3G; energies in hartree, lengths in bohr, chi in bohr^2/hartree')
print(f'Coulson-Fischer length from D = 0: {R_cf:.5f} bohr = {R_cf * bohr:.4f} angstrom')
print(f'onset from energy minimization:    {R_onset:.5f} bohr')
print('R (bohr)  de       J        K        D         w (bohr)')
for s in (short, middle, near, cf, long):
    print(f'{s.R:.4f}  {s.de:.5f}  {s.J:.5f}  {s.K:.5f}  {s.D + 0.0:9.6f}  {s.w:.5f}')
print('R (bohr)  uncoupled chi  coupled chi  finite-field chi  de/D')
for name, s in (('short', short), ('middle', middle), ('near', near)):
    print(f'{s.R:.4f}  {4 * s.w**2 / s.de:.4f}  {4 * s.w**2 / s.D:.4f}'
          f'  {ff[name]:.4f}  {s.de / s.D:.3f}')
print(f'dD/dR at the point: {slope:.5f} hartree/bohr')
print(f'pole estimate of chi 0.01 bohr below: {pole_estimate:.2f} bohr^2/hartree')
print('At the Coulson-Fischer point:')
print(f'  uncoupled chi: {4 * cf.w**2 / cf.de:.4f} bohr^2/hartree')
print(f'  C: {cf.C:.5f} hartree;  G: {cf.G:.5f} hartree;  L: {cf.L:.5f} hartree')
print(f'  charge denominator de-J+3K: {cf.de - cf.J + 3 * cf.K:.5f} hartree')
print(f'  charge susceptibility: {4 * cf.w**2 / (cf.de - cf.J + 3 * cf.K):.4f} bohr^2/hartree')
print(f'  triplet minus restricted energy: {E_T - cf.E0:.5f} hartree')
print(f'  field {lam_cf:.0e} hartree/bohr: |theta| = {abs(t_cf[0]):.6f} rad')
print(f'  cube-root law for |theta|: {theta_law:.6f} rad')
print(f'  moment M in that field: {M_cf:.6f} bohr')
print(f'  full CI: c1 = {c1:.5f}, c2 = {c2:.5f}')
print(f'  full CI triplet minus ground energy: {E_T - levels[0]:.5f} hartree')
print(f'  full CI chi: {chi_ci:.4f} bohr^2/hartree')
print('At 3.0 bohr:')
print(f'  C: {long.C:.5f} hartree;  x = -D/C: {x_long:.5f}')
print(f'  energy lowering D^2/C: {drop:.6f} hartree')
print(f'  lowering from separate SCF: {long.E0 + 1 / long.R - E_scf:.6f} hartree')
print(f'  restricted formula 4w^2/D: {4 * long.w**2 / long.D:.4f} bohr^2/hartree')
print(f'  broken-symmetry chi, formula: {chi_broken:.4f} bohr^2/hartree')
print(f'  broken-symmetry chi, finite field: {ff_broken:.4f} bohr^2/hartree')
print(f'At 20 bohr: D = {far.D:.6f}, 1/R - U = {1 / far.R - far.U:.6f} hartree')
print(f'Scan {scan[0].R:.1f} to {scan[-1].R:.1f} bohr: D from {scan[0].D:.4f}'
      f' to {scan[-1].D:.4f} hartree')
print('all good')
```

Output:

```
H2, STO-3G; energies in hartree, lengths in bohr, chi in bohr^2/hartree
Coulson-Fischer length from D = 0: 2.17969 bohr = 1.1534 angstrom
onset from energy minimization:    2.17966 bohr
R (bohr)  de       J        K        D         w (bohr)
1.4000  1.24847  0.66356  0.18126   0.403649  0.93102
2.0000  0.88740  0.61320  0.20052   0.073681  1.12806
2.1697  0.81103  0.60077  0.20637   0.003882  1.19161
2.1797  0.80679  0.60007  0.20672   0.000000  1.19545
3.0000  0.53583  0.55123  0.23512  -0.250517  1.53991
R (bohr)  uncoupled chi  coupled chi  finite-field chi  de/D
1.4000  2.7771  8.5896  8.5896  3.093
2.0000  5.7360  69.0829  69.0829  12.044
2.1697  7.0031  1463.2054  1463.1747  208.936
dD/dR at the point: -0.38695 hartree/bohr
pole estimate of chi 0.01 bohr below: 1477.28 bohr^2/hartree
At the Coulson-Fischer point:
  uncoupled chi: 7.0854 bohr^2/hartree
  C: 0.85665 hartree;  G: 0.00744 hartree;  L: 0.21416 hartree
  charge denominator de-J+3K: 0.82688 hartree
  charge susceptibility: 6.9132 bohr^2/hartree
  triplet minus restricted energy: 0.20672 hartree
  field 1e-06 hartree/bohr: |theta| = 0.011174 rad
  cube-root law for |theta|: 0.011175 rad
  moment M in that field: -0.053429 bohr
  full CI: c1 = 0.97483, c2 = 0.22294
  full CI triplet minus ground energy: 0.25400 hartree
  full CI chi: 32.2880 bohr^2/hartree
At 3.0 bohr:
  C: 0.95461 hartree;  x = -D/C: 0.26243
  energy lowering D^2/C: 0.065743 hartree
  lowering from separate SCF: 0.065743 hartree
  restricted formula 4w^2/D: -37.8628 bohr^2/hartree
  broken-symmetry chi, formula: 5.7946 bohr^2/hartree
  broken-symmetry chi, finite field: 5.7946 bohr^2/hartree
At 20 bohr: D = -0.724606, 1/R - U = -0.724606 hartree
Scan 0.8 to 6.0 bohr: D from 0.9688 to -0.5920 hartree
all good
```
